# Minimum Bohm flux at fixed electron density in an electronegative plasma

**Q.** Negative ions require extra positive ions for neutrality. If I hold the electron density at the sheath edge fixed and add negative ions there, surely the positive-ion flux to the wall must rise?

**A.** The density of positive ions rises, but the speed at which they enter the sheath changes too, so we need both. Take a planar, collisionless sheath with one species of cold, singly charged positive ions of mass $M$. Temperatures are in eV. At the edge the potential is $\phi=0$, the electron density is $n_e$ and the negative-ion density is $n_-=\alpha n_e$. Towards the wall $\phi$ falls, so I use

$$\eta=-\frac{\phi}{T_e}\ge 0,\qquad \gamma=\frac{T_e}{T_-},\qquad c=\sqrt{\frac{eT_e}{M}} .$$

Both negative species are assumed to be in Boltzmann equilibrium. Their densities inside the sheath are $n_e e^{-\eta}$ and $\alpha n_e e^{-\gamma\eta}$. The factor $\gamma$ appears because the same potential is measured against the smaller temperature $T_-$.

A positive ion that enters with speed $u$ gains the energy $eT_e\eta$, so its speed is $v=u\sqrt{1+2c^2\eta/u^2}$. Edge neutrality gives the entering density $(1+\alpha)n_e$. With no ionization in the sheath, density times speed is constant, and

$$n_+(\eta)=\frac{(1+\alpha)n_e}{\sqrt{1+2c^2\eta/u^2}} .$$

**Q.** That leaves $u$ free. What fixes it?

**A.** Poisson's equation, $\phi''=-e(n_+-n_{e,\rm local}-n_{-,\rm local})/\varepsilon_0$, becomes

$$\lambda^2\eta''=\rho(\eta),\qquad \lambda^2=\frac{\varepsilon_0T_e}{en_e},$$

$$\rho(\eta)=\frac{1+\alpha}{\sqrt{1+2c^2\eta/u^2}}-e^{-\eta}-\alpha e^{-\gamma\eta}.$$

For small $\eta$ the three terms are $(1+\alpha)(1-c^2\eta/u^2)$, $-(1-\eta)$ and $-\alpha(1-\gamma\eta)$. The constants cancel, leaving

$$\rho\simeq\left[1+\gamma\alpha-(1+\alpha)\frac{c^2}{u^2}\right]\eta .$$

If the bracket is negative, $\eta$ oscillates in space instead of growing towards the wall. A monotone sheath therefore needs

$$u\ge u_B,\qquad u_B^2=c^2\,\frac{1+\alpha}{1+\gamma\alpha}.$$

**Q.** This is an inequality. Why compute the flux with the equality sign?

**A.** Because the plasma in front of the sheath delivers ions at that speed. There the plasma is quasi-neutral. Where the potential varies so steeply that ion sources and collisions are negligible, continuity and energy give $n_+'/n_+=-v'/v=-c^2\eta'/v^2$. Neutrality gives $n_+'/n_+=-\eta'(1+\gamma\alpha)/(1+\alpha)$. With $\eta'\ne0$ the two agree only for $v=u_B$. Ions accelerated from rest thus reach the steep region at $u_B$, provided they all share one speed at each point. If they arrive with a spread of speeds, the condition fixes the average of $1/v^2$, and the mean speed, which carries the flux, lies above $u_B$. I call the flux at this speed the Bohm flux:

$$\Gamma_B=(1+\alpha)n_eu_B=n_e c\,F(\alpha),\qquad F(\alpha)=\frac{(1+\alpha)^{3/2}}{(1+\gamma\alpha)^{1/2}} .$$

**Q.** So the numerator rises and the denominator rises. Which wins?

**A.** Take the logarithm and differentiate at fixed $n_e$, $T_e$ and $T_-$:

$$\frac{d\ln F}{d\alpha}=\frac{3}{2(1+\alpha)}-\frac{\gamma}{2(1+\gamma\alpha)}
=\frac{3(1+\gamma\alpha)-\gamma(1+\alpha)}{2(1+\alpha)(1+\gamma\alpha)}
=\frac{3-\gamma+2\gamma\alpha}{2(1+\alpha)(1+\gamma\alpha)} .$$

The denominator is positive. The numerator increases linearly with $\alpha$ and vanishes at

$$\boxed{\alpha_*=\frac{\gamma-3}{2\gamma}} .$$

For $\gamma>3$ this is a positive number. The flux falls before it and rises after it, so $\alpha_*$ is the unique global minimum on $\alpha\ge0$. For $\gamma\le3$ the derivative is positive for every $\alpha>0$, and your expectation of a steady rise is right.

**Q.** Where does the 3 come from physically?

**A.** From the competition at small $\alpha$. A small addition raises the ion density by the fraction $\alpha$. It changes $u_B^2$ by the fraction $(1-\gamma)\alpha$, hence $u_B$ by $(1-\gamma)\alpha/2$. The sum is $(3-\gamma)\alpha/2$, which is negative for $\gamma>3$. The speed falls because cold negative ions respond strongly to a small potential. They leave the region next to the edge quickly, so slower positive ions, whose density drops faster, can still keep the space charge positive.

The electron density must be held fixed for this minimum. If the positive-ion density is held fixed instead, the flux is proportional to $u_B$, and

$$\frac{d}{d\alpha}\frac{1+\alpha}{1+\gamma\alpha}=\frac{(1+\gamma\alpha)-\gamma(1+\alpha)}{(1+\gamma\alpha)^2}=\frac{1-\gamma}{(1+\gamma\alpha)^2}<0$$

for $\gamma>1$. The flux then falls steadily and has no interior minimum.

**Q.** How deep is the minimum, and how fast are the ions there?

**A.** Insert $\alpha_*$:

$$1+\alpha_*=\frac{3(\gamma-1)}{2\gamma},\qquad 1+\gamma\alpha_*=\frac{\gamma-1}{2}.$$

The ratio of the two is $3/\gamma$, so

$$u_B^2(\alpha_*)=\frac{3c^2}{\gamma}=\frac{3eT_-}{M}.$$

At the minimum the entrance speed no longer contains the electron temperature. For the flux,

$$F_*^2=\frac{27(\gamma-1)^3}{8\gamma^3}\cdot\frac{2}{\gamma-1}=\frac{27(\gamma-1)^2}{4\gamma^3},\qquad F_*=\frac{3\sqrt3\,(\gamma-1)}{2\gamma^{3/2}} .$$

At $\gamma=3$ this gives $F_*=1$, as it must, since the minimum then sits at $\alpha=0$. At large $\alpha$, $F\to\alpha/\sqrt\gamma$ and the flux becomes $n_-\sqrt{eT_-/M}$: the negative ions have taken over the role of the electrons.

The flux recovers its electropositive value when $F^2=1$, that is $(1+\alpha)^3=1+\gamma\alpha$. Expanding and dividing by $\alpha\neq0$ gives $\alpha^2+3\alpha+3-\gamma=0$, whose positive root is

$$\alpha_1=\frac{\sqrt{4\gamma-3}-3}{2}.$$

**Q.** Put in numbers for a discharge I might use.

**A.** Take a low-pressure inductive oxygen plasma with O$_2^+$ as the positive ion, and rough typical values: $T_e=2.4$ eV, $T_-=0.3$ eV and an edge electron density of $10^{10}$ cm$^{-3}$. Then $\gamma=8$ and $c=2.69\times10^5$ cm/s. Without negative ions the flux is $n_ec=2.69\times10^{15}$ cm$^{-2}$ s$^{-1}$, or 0.431 mA/cm$^2$.

The minimum is at $\alpha_*=5/16=0.3125$. There the positive-ion density is $1.3125\times10^{10}$ cm$^{-3}$ and the speed is $c\sqrt{3/8}=1.647\times10^5$ cm/s. Their product is

$$\Gamma_*=1.3125\times10^{10}\times1.647\times10^5=2.16\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1},$$

or 0.346 mA/cm$^2$. This is 20% below the electropositive value at the same $n_e$: the density is up by 31%, but the speed is down by 39%. At $\alpha=1$ the flux is still 6% low. It is back at the electropositive value at $\alpha_1=1.19$, and at $\alpha=2$ it is 26% higher.

**Q.** You derived $u_B$ from an expansion near $\eta=0$. How do you know that a sheath really follows?

**A.** The expansion gives a necessary condition, so your doubt is justified. For moderate $\gamma$ there is a proof that it also suffices. Write the total negative density, in units of $n_e$, as $S(\eta)=e^{-\eta}+\alpha e^{-\gamma\eta}$, and compare inverse squares. For ions entering at $u_B$,

$$\left(\frac{n_e}{n_+}\right)^2=\frac{1}{(1+\alpha)^2}\left[1+2\eta\,\frac{1+\gamma\alpha}{1+\alpha}\right]$$

is a straight line in $\eta$. At $\eta=0$ the curve $S^{-2}$ has the same value. Its slope there is $-2S'/S^3=2(1+\gamma\alpha)/(1+\alpha)^3$, also the same. So the line is the tangent of $S^{-2}$. If $S^{-2}$ is convex, it lies on or above its tangent, hence $S\le n_+/n_e$ and the space charge is nowhere negative.

The second derivative is

$$(S^{-2})''=\frac{2\,(3S'^2-SS'')}{S^4}.$$

Let $a=\alpha e^{-(\gamma-1)\eta}$ be the local ratio of negative ions to electrons. Then $S=e^{-\eta}(1+a)$, $S'=-e^{-\eta}(1+\gamma a)$ and $S''=e^{-\eta}(1+\gamma^2a)$. Convexity requires

$$3(1+\gamma a)^2-(1+a)(1+\gamma^2a)=2-(\gamma^2-6\gamma+1)\,a+2\gamma^2a^2\ge0 .$$

For positive $a$, the sum $2+2\gamma^2a^2$ is at least $4\gamma a$, because $2(1-\gamma a)^2\ge0$. The condition thus holds for all $a$ if $\gamma^2-6\gamma+1\le4\gamma$, or $\gamma^2-10\gamma+1\le0$. In the range $\gamma>3$ this means

$$\gamma\le5+\sqrt{24}\approx9.90 .$$

Our example, with $\gamma=8$, lies inside. As a separate check, the least entrance speed that keeps the squared field non-negative was searched for numerically at $\gamma=8$, without using the formula for $u_B$. Minimizing the resulting flux over $\alpha$ gave $\alpha=0.3125$ and $F=0.8037$, in agreement with the formulas.

**Q.** And above 9.90? Does the minimum disappear?

**A.** Not at once. Look first at the edge state $\alpha_*$ itself. The linear term of $\rho$ vanishes at $u_B$, so the next term decides:

$$\rho''(0)=\frac{3(1+\gamma\alpha_*)^2}{1+\alpha_*}-(1+\gamma^2\alpha_*)
=\frac{\gamma(\gamma-1)}{2}-\frac{(\gamma-1)(\gamma-2)}{2}=\gamma-1 .$$

This is positive, so the sheath starts correctly for every $\gamma>3$. The danger lies further in. Multiply Poisson's equation by $\eta'$ and integrate from the edge, where the field is taken as zero on the sheath scale:

$$\frac{\lambda^2}{2}\,\eta'^2=W(\eta)=\int_0^\eta\rho\,d\eta_1 .$$

The left side is a square, so $W$ must not become negative. At $\alpha_*$, with $u^2/c^2=3/\gamma$, the integral is

$$W=\frac{9(\gamma-1)}{2\gamma^2}\left[\sqrt{1+\frac{2\gamma\eta}{3}}-1\right]-(1-e^{-\eta})-\frac{\gamma-3}{2\gamma^2}(1-e^{-\gamma\eta}).$$

The prefactor of the first term is $(1+\alpha_*)u^2/c^2$. Solving $W=0$ and $\rho=0$ together, which is the condition for $W$ just to touch zero, gives

$$\gamma_c\approx12.0\quad\text{at}\quad\eta\approx0.43 .$$

A numerical scan found $W>0$ at 120 values of $\gamma$ from 3.05 to 0.05 below $\gamma_c$, and negative values of $W$ at 200 values from 0.05 above $\gamma_c$ to 40. For larger $\gamma$ a bound settles the matter. Since $\sqrt{1+x}-1<\sqrt x$,

$$W(1)<\frac{9}{2\gamma}\sqrt{\frac{2\gamma}{3}}-(1-e^{-1})<\frac{3.68}{\sqrt\gamma}-0.632,$$

which is negative for $\gamma\ge34$.

**Q.** What goes wrong in physical terms?

**A.** The ions enter with a kinetic energy of only $3eT_-/2$. A potential drop of a few $T_-$ removes the negative ions, but it also speeds up and dilutes the positive ions. For $\gamma\eta\gg1$ their density is about $(1+\alpha_*)n_e\sqrt{3/(2\gamma\eta)}$, which at given $\eta$ shrinks as $\gamma^{-1/2}$ for large $\gamma$. The electrons, at $n_ee^{-\eta}$, are still there. The space charge turns negative and uses up the field built near the edge. This picture fits $\gamma$ near $\gamma_c$, where the field dies at $\gamma\eta\approx5$. For larger $\gamma$ it dies earlier, at $\gamma\eta\approx1$ for $\gamma=20$ and $\gamma\eta\approx0.3$ for $\gamma=46$, before the negative ions have been removed.

The statement therefore has two parts. Any monotone sheath needs $u\ge u_B$, so $n_ecF_*$ is a lower bound on its ion flux for every $\gamma>3$. Within this model the bound is attained up to $\gamma_c\approx12.0$, and not above.

**Q.** Show me a case where it is not attained.

**A.** Take $\gamma=20$. The formula puts the minimum at $\alpha_*=0.425$ with $F_*=0.552$. A monotone sheath starting from that composition needs an entrance speed 1.17 times $u_B$. When the required speed is used at each $\alpha$, a search between 0 and 1.5 finds the smallest flux at $\alpha=0.92$, with $F=0.604$. The Bohm formula gives the same $F$ at that $\alpha$, so there $u_B$ suffices again. Beyond 1.5 the flux cannot be lower, because $F$ itself is rising and already exceeds 0.604.

This calculation says what a sheath would require. It does not say how ions could be brought to a speed above $u_B$; that needs a model of the plasma in front of the edge, possibly with a second charged layer inside it.

**Q.** Your positive ions are cold, while your negative ions have 0.3 eV. Is that fair?

**A.** It is a weak point of the example. Let the positive ions have temperature $T_+$ along the flow and compress adiabatically in one dimension, so that their pressure varies as $n_+^3$. A small density change $\delta n$ then adds a pressure term $3eT_+\,\delta n/n_+$ to the energy balance:

$$Mu\,\delta v=eT_e\eta-3eT_+\frac{\delta n}{n_+},\qquad \frac{\delta v}{u}=-\frac{\delta n}{n_+}
\;\Rightarrow\;\frac{\delta n}{n_+}=-\frac{eT_e\eta}{Mu^2-3eT_+}.$$

The cold result had $Mu^2$ in the denominator. The marginal speed thus becomes $u^2=u_B^2+3eT_+/M$, and

$$\frac{\Gamma}{n_ec}=(1+\alpha)\sqrt{\frac{1+\alpha}{1+\gamma\alpha}+\frac{3T_+}{T_e}} .$$

The logarithmic slope at $\alpha=0$ is $1+(1-\gamma)/[2(1+3T_+/T_e)]$. It is negative if $\gamma>3+6T_+/T_e$, so ion warmth raises the threshold.

With $T_+$ equal to a gas temperature of 600 K, or 0.052 eV, the minimum moves from 0.31 to $\alpha=0.25$ and lies 16% below the flux at $\alpha=0$ for the same $T_+$. With $T_+=T_-=0.3$ eV it moves to 0.13 and the dip is 7%. The minimum survives in both cases, but its position and depth depend strongly on $T_+$.

**Q.** Then how far would you trust the 20% in a real oxygen reactor?

**A.** As the result of the cold-ion model, not as a prediction for a given machine. The density, pressure and electron temperature are of the usual order for such sources, but $T_-$ is uncertain. At the same $T_e$, $T_-=0.40$ eV gives $\gamma=6$, $\alpha_*=0.25$ and a dip of 12%; $T_-=0.25$ eV gives $\gamma=9.6$, $\alpha_*=0.34$ and 25%. If the negative ions were as cold as the 600 K gas, $\gamma$ would be about 46, and no monotone sheath would start from the composition $\alpha_*$ with ions entering at $u_B$. The single entrance speed is a further idealization. For ions born at rest throughout a collisionless planar plasma, the mean edge speed is $1.14\,c$ without negative ions, and at $\gamma=8$ the minimum moves to about $\alpha=0.26$ with a dip of about 25%.

Three other neglected effects can be estimated for these inputs:

- **Electron distribution.** Near the edge the electrons matter through their screening temperature, $n_e\,d\phi/dn_e$, which equals $T_e$ for a Maxwellian. For a Druyvesteyn distribution of the same mean energy it is 1.37 times the Maxwellian value. The effective $\gamma$ becomes 11.0 and $\alpha_*$ becomes 0.36. The minimum flux rises by 4%, because $u=\sqrt{3eT_-/M}$ is unchanged and only $1+\alpha_*$ grows. The flux without negative ions rises more, by the factor $\sqrt{1.37}=1.17$, so the dip deepens from 20% to 29%. This is the local criterion; the full sheath was not examined for this distribution.
- **Atomic ions.** Suppose 10% of the positive ions at the edge are O$^+$ that fell through the same potential. They have the same energy and are $\sqrt2$ times faster, so the flux is multiplied by $1+0.1(\sqrt2-1)=1.04$. At a fixed fraction the position of the minimum does not move.
- **Collisions.** At 10 mTorr and 600 K the gas density is $1.6\times10^{14}$ cm$^{-3}$. A rough cross section of $10^{-14}$ cm$^2$ gives an ion free path of 0.62 cm, against an electron Debye length of 0.0115 cm. Their ratio, 0.019, supports a collisionless edge region. A high-voltage sheath some 50 Debye lengths thick would no longer be collisionless.

**Q.** Could I tune a reactor to this minimum, or avoid it, by setting the electronegativity?

**A.** Not directly, because $\alpha$ here belongs to the sheath edge. The field in front of the sheath holds negative ions back, so the central value is larger. Suppose the ions start at rest in the centre and fall freely to the edge. The drop is then $\eta_p=u_B^2/(2c^2)$, which at the minimum is $3/(2\gamma)$. The Boltzmann relations give

$$\alpha_{\rm centre}=\alpha_*\,e^{(\gamma-1)\eta_p}=\alpha_*\exp\!\left[\frac{3(\gamma-1)}{2\gamma}\right].$$

For $\gamma>3$ the exponent lies between 1 and 3/2, so in this simple case the central ratio is between $e$ and $e^{3/2}$ times the edge value. Ions born along the way or slowed by collisions need a larger total potential drop to reach the same edge speed, so this factor is then larger. With the ion path of 0.62 cm estimated above, free fall from the centre does not describe a reactor several centimetres across, so there the factor is only an illustration.

A change of gas mixture or power will also alter $n_e$, $T_e$ and $T_-$, all of which were held fixed in the comparison. To use the result, estimate these quantities at the edge for each operating point, check that $\gamma$ is below about 12, and include $T_+$ unless it is far below $T_-$. The limit of 12 belongs to the minimum itself. For $\gamma$ between 9.9 and 12, cold ions at some smaller values of $\alpha$ need an entrance speed up to about 3% above $u_B$, so the Bohm flux is slightly too low there. The numerical output below lists the values for the oxygen example.

## Calculated quantities

```
Te = 2.40 eV, Tneg = 0.30 eV, gamma = 8.000
edge electron density = 1.00e+10 cm^-3
O2+ mass = 5.3134e-26 kg
c = sqrt(e Te/M) = 2.6901e+05 cm/s
alpha, speed (cm/s), flux (cm^-2 s^-1), F, current (mA/cm2):
  0.0000  2.6901e+05  2.6901e+15  1.0000  0.4310
  0.1000  2.1030e+05  2.3133e+15  0.8599  0.3706
  0.3125  1.6474e+05  2.1622e+15  0.8037  0.3464
  0.6000  1.4129e+05  2.2607e+15  0.8404  0.3622
  1.0000  1.2681e+05  2.5363e+15  0.9428  0.4064
  2.0000  1.1301e+05  3.3903e+15  1.2603  0.5432
formula minimum: alpha = 0.3125, F = 0.8037
sheath search:   alpha = 0.3125, F = 0.8037
flux reduction at minimum = 19.63 %
positive-ion density at minimum = 1.3125e+10 cm^-3
sqrt(3 e Tneg/M) = 1.6474e+05 cm/s
F returns to 1 at alpha = 1.1926
charge never negative up to gamma = 9.8990
critical gamma for sheath at minimum = 12.0038
touching point: eta = 0.4320
gamma = 20: formula alpha = 0.4250, F = 0.5519
  required speed / Bohm speed there = 1.1685
  monotone-sheath minimum: alpha = 0.9197, F = 0.6040
warm ions: Tpos (eV), alpha at min, flux/(ne c), flux/flux(alpha=0):
  0.0517  0.2534  0.8672  0.8404
  0.3000  0.1345  1.0891  0.9287
Druyvesteyn screening temperature ratio = 1.3708
  gamma = 10.967, alpha at min = 0.3632, min flux ratio = 1.0386
O+ fraction 0.10: flux ratio = 1.0414
pressure = 10.0 mTorr, gas = 600 K, cross section = 1.0e-14 cm2
gas density = 1.609e+14 cm^-3, ion path = 0.621 cm
electron Debye length = 0.01152 cm, over path = 0.0185
Tneg = 0.25 eV: gamma = 9.60, alpha at min = 0.3438, F = 0.7512
Tneg = 0.40 eV: gamma = 6.00, alpha at min = 0.2500, F = 0.8839
```
